# Why Schroedinger-Poisson is not exact for a one-electron dot

Put one electron of effective mass $0.07\,m_e$ in an isotropic harmonic dot with oscillator length 5 nm and relative permittivity 13. Its ground energy is 65.3 meV. A converged, self-consistent Schroedinger-Poisson calculation for the same dot returns a lowest eigenvalue of 82.5 meV. The dot holds nothing for the electron to repel, yet the level has risen by 17.2 meV, about 40% of the level spacing.

## The belief and its appeal

The belief is that Schroedinger-Poisson must be exact for a single electron. The argument for it is reasonable. A mean-field theory fails because it replaces the correlated motion of several electrons by motion in an average potential. One electron has no partner with which to be correlated. Schroedinger's equation is then the right equation for the wavefunction, and Poisson's equation is the right equation for the potential of a charge density. Solving both together seems to leave nothing out.

Indeed nothing is left out; something is put in. The question is which charge belongs on the right-hand side of Poisson's equation. Fixed donors and gate charges belong there, because they act on the electron. The electron's own density does not: $|\psi|^2$ is the probability density for finding one indivisible charge, not the density of a cloud whose parts push on each other.

## The two problems side by side

Let the well be $m\omega^2r^2/2$ in a uniform medium of permittivity $\epsilon$, with no other charges. The exact Hamiltonian is

$$
H=-\frac{\hbar^2}{2m}\nabla^2+\frac12m\omega^2r^2 .
$$

With $l=\sqrt{\hbar/(m\omega)}$, its ground state is $\psi_0=(\pi l^2)^{-3/4}e^{-r^2/2l^2}$. Since $\nabla^2\psi_0=(r^2/l^4-3/l^2)\psi_0$ and $\hbar^2/(ml^4)=m\omega^2$, the terms in $r^2$ cancel and the energy is $3\hbar^2/(2ml^2)=\frac32\hbar\omega$.

The Schroedinger-Poisson solver adds to $H$ a potential energy $V$ that obeys $\nabla^2V=-(e^2/\epsilon)|\psi|^2$ and vanishes at infinity. From here on, lengths are in units of $l$ and energies in units of $\hbar\omega$, unless units are shown. The solver's equations become

$$
\left[h+\lambda v\right]\psi=\mu\psi,\qquad
h=\tfrac12(-\nabla^2+r^2),\qquad
v(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',
$$

where $n=|\psi|^2$ and $\mu$ is the eigenvalue. The coupling is the Coulomb energy at distance $l$ divided by $\hbar\omega=\hbar^2/(ml^2)$:

$$
\lambda=\frac{e^2}{4\pi\epsilon l}\,\frac{ml^2}{\hbar^2}=\frac{l}{a^*},\qquad
a^*=\frac{4\pi\epsilon\hbar^2}{me^2}.
$$

The exact problem has no term in $\lambda$. Any dependence of $\mu$ on $\lambda$ is therefore an error.

## The first-order shift

Write $\mu=\langle\psi|h|\psi\rangle+\lambda\langle\psi|v|\psi\rangle$. The orbital differs from $\psi_0$ by a term of order $\lambda$. Because $\psi_0$ makes $\langle h\rangle$ stationary, this changes $\langle h\rangle$ only at order $\lambda^2$. To first order,

$$
\mu=\tfrac32+\lambda D_0,\qquad
D_0=\iint\frac{n_0(\mathbf r)n_0(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad n_0=\pi^{-3/2}e^{-r^2}.
$$

The integral $D_0$ is the mean of $1/s$, where $\mathbf s$ is the difference of two independent positions drawn from $n_0$. Each Cartesian coordinate has variance $1/2$. Variances of independent variables add, so $\mathbf s$ is Gaussian with unit variance along each axis, and

$$
D_0=\frac{4\pi}{(2\pi)^{3/2}}\int_0^\infty s\,e^{-s^2/2}\,ds=\frac{4\pi}{(2\pi)^{3/2}}=\sqrt{\frac2\pi}.
$$

In ordinary units the spurious shift is

$$
J=\frac{e^2}{4\pi\epsilon l}\sqrt{\frac2\pi}.
$$

For the dot above, $e^2/(4\pi\epsilon_0)=1440$ meV nm, so

$$
J=\frac{1440}{13\times5}\times0.7979\ \text{meV}=17.7\ \text{meV}=0.0177\ \text{eV}.
$$

With $\hbar\omega=43.5$ meV and $a^*=9.83$ nm, the coupling is $\lambda=0.509$ and $J/\hbar\omega=0.406$.

At fixed mass and permittivity, $J$ grows as $1/l$ while $\hbar\omega$ grows as $1/l^2$. A smaller dot has a larger error in meV but a smaller one relative to its level spacing.

## The total energy is wrong by half as much

The total energy that belongs to the solver's equations is

$$
E=\langle h\rangle+\tfrac12\lambda D[n],\qquad D[n]=\int n\,v\,d^3r .
$$

Varying $n$ in the quadratic functional $D$ gives $2v$; the factor $\frac12$ then leaves $\lambda v$ in the orbital equation, as required. Since $\mu=\langle h\rangle+\lambda D$, we have $E=\mu-\frac12\lambda D$, and the first-order error of $E$ is $J/2=8.8$ meV. Subtracting the double-counted half repairs the bookkeeping of the Hartree energy. It does not remove the self-repulsion.

Could one evaluate the eigenvalue at half occupation instead? Let the orbital hold a fraction $f$ of an electron. The Hartree energy is

$$
E(f)=\min_\psi\left\{f\langle h\rangle+\tfrac12f^2\lambda D[n]\right\},
$$

with $n$ still normalized to one. The minimizing orbital is stationary, so only the explicit dependence on $f$ contributes to the derivative:

$$
\frac{dE}{df}=\langle h\rangle+f\lambda D=\mu(f).
$$

To first order $E(f)=\frac32f+\frac12f^2\lambda D_0$, a convex curve. The exact energy of a statistical mixture with zero electrons (weight $1-f$) and one electron (weight $f$) is the straight line $\frac32f$. At $f=\frac12$ the solver's eigenvalue is $\frac32+\frac12\lambda D_0$, which is the first-order Hartree total energy and not the exact energy. In the example, the half-occupation eigenvalue is 74.04 meV and the self-consistent total energy is 74.00 meV. They agree closely with each other, and both miss 65.31 meV.

## Self-consistency does not rescue the result

One might hope that the orbital relaxes until the error is gone. The second-order term shows how little relaxation achieves.

The potential $v_0$ of $n_0$ is spherical, so it mixes $\psi_0$ only with the excited s states $\varphi_k$, which lie $2k$ higher. With $V_k=\langle\varphi_k|v_0|\psi_0\rangle$, the first-order change of the orbital is $\lambda\psi_1$, where

$$
\psi_1=-\sum_{k\ge1}\frac{V_k}{2k}\varphi_k,\qquad
\langle\psi_0|v_0|\psi_1\rangle=-S,\qquad S=\sum_{k\ge1}\frac{V_k^2}{2k}.
$$

The density changes by $2\lambda\psi_0\psi_1$. Because $D$ is quadratic in $n$, it changes by twice the integral of $v_0$ with this density: $D=D_0-4\lambda S$. Stationarity gives $dE/d\lambda=\frac12D$, which integrates to

$$
E=\tfrac32+\tfrac12D_0\lambda-S\lambda^2 .
$$

Adding $\frac12\lambda D=\frac12D_0\lambda-2S\lambda^2$ gives the eigenvalue

$$
\mu=\tfrac32+D_0\lambda-3S\lambda^2 .
$$

To find $S$, use $\varphi_k=\psi_0L_k(r^2)/\sqrt{N_k}$, where $L_k$ is the Laguerre polynomial of upper index $1/2$, with generating function

$$
\sum_k t^kL_k(r^2)=(1-t)^{-3/2}e^{-r^2t/(1-t)} .
$$

Multiplying by $n_0$ gives a Gaussian of unit charge, with variance $(1-t)/2$ per axis. Its separation from a point drawn from $n_0$ has variance $(1-t)/2+1/2=1-t/2$. The mean inverse distance is therefore

$$
\sqrt{\frac2\pi}\left(1-\frac t2\right)^{-1/2}
=\sqrt{\frac2\pi}\sum_k\binom{2k}{k}\frac{t^k}{8^k}.
$$

The coefficient of $t^k$ is $\sqrt{N_k}\,V_k$. For $N_k$, multiply two generating functions, with parameters $t$ and $t'$, and average over $n_0$. The result is $(1-tt')^{-3/2}$, whose coefficients are

$$
N_k=\frac{\frac32\cdot\frac52\cdots(k+\frac12)}{k!}=\frac{2k+1}{4^k}\binom{2k}{k}.
$$

Hence

$$
V_k^2=\frac2\pi\frac{1}{16^k(2k+1)}\binom{2k}{k},\qquad
S=\frac1\pi\sum_{k\ge1}\binom{2k}{k}\frac{1}{16^k}\left[\frac1k-\frac2{2k+1}\right].
$$

Both sums follow from $\sum_{k\ge0}\binom{2k}{k}x^k=(1-4x)^{-1/2}$. Subtracting 1, dividing by $x$ and integrating from zero gives $2\ln[2/(1+\sqrt{1-4x})]$ for the first. At $x=1/16$ this is $2\ln[4/(2+\sqrt3)]$. For the second, set $x=y^2/4$ and integrate over $y$; the sum from $k=0$ is $(\arcsin y)/y$, which is $\pi/3$ at $y=1/2$. Removing the $k=0$ term leaves $\pi/3-1$. Thus

$$
S=\frac2\pi\left[1-\frac\pi3+\ln\frac4{2+\sqrt3}\right]=0.01409 .
$$

The repulsion swells the orbital, which weakens the repulsion, but the coefficient is small. The second-order eigenvalue error is 17.20 meV, against 17.22 meV from the full self-consistent solution. For the total energy both are 8.68 meV. Relaxation has removed less than 3% of the first-order eigenvalue error. The ratio of the second-order to the first-order term is $3S\lambda/D_0=0.053\lambda$, so the first-order formula deteriorates as the dot grows relative to $a^*$. For $\lambda$ much larger than here, the self-consistent equations should be solved.

The numerical solution also tests the coefficients. Finite-difference solutions at $\lambda=0$ and $\pm0.1$ give a slope of 0.7979 and a quadratic coefficient of $-0.0423$ for $\mu$, matching $D_0$ and $-3S$.

## What restores the exact answer

The direct cure is to omit the electron's density from Poisson's equation while keeping all other charges. For the occupied orbital, Hartree-Fock theory achieves the same through exchange; empty orbitals can still be shifted. For one occupied orbital $\psi$, the exchange operator acts on a function $\chi$ of the same spin as

$$
(K\chi)(\mathbf r)=\lambda\,\psi(\mathbf r)\int\frac{\psi^*(\mathbf r')\chi(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .
$$

For $\chi=\psi$ the integral is $v(\mathbf r)$, so $K\psi=\lambda v\psi$. Exchange enters with a minus sign and cancels the self-repulsion on the occupied orbital. In a basis of six s-type Gaussians, the calculation without exchange gives 82.53 meV, as on the radial mesh; with exchange it returns 65.31 meV.

## The number is right for a different question

The value 82.5 meV can look plausible because it lies close to a genuine energy: the cost of adding a second electron of opposite spin. With $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\mathbf s=\mathbf r_1-\mathbf r_2$, the identities $r_1^2+r_2^2=2R^2+s^2/2$ and $\nabla_1^2+\nabla_2^2=\frac12\nabla_R^2+2\nabla_s^2$ split the two-electron Hamiltonian into

$$
\left[-\tfrac14\nabla_R^2+R^2\right]+\left[-\nabla_s^2+\tfrac14s^2+\frac\lambda s\right].
$$

The first bracket is an oscillator of mass 2 and unit frequency, with energy $\frac32$. The second has energy $\frac32$ at $\lambda=0$, with probability density $(2\pi)^{-3/2}e^{-s^2/2}$. This is the same Gaussian that gave $D_0$, so its first-order shift is $\lambda D_0$. Subtracting the one-electron energy $\frac32$ leaves an addition energy

$$
E_2-E_1=\tfrac32+\lambda D_0+O(\lambda^2).
$$

Solving the relative equation numerically for the example gives 82.17 meV, within 0.4 meV of the Schroedinger-Poisson eigenvalue. To first order in $\lambda$, the solver has charged the first electron the price of the second. Beyond first order the two differ, and the gap grows with the coupling: the solver's eigenvalue exceeds the addition energy by $0.03\,\hbar\omega$ at $\lambda=1$ and by $0.27\,\hbar\omega$ at $\lambda=4$.

## When the dot is not isotropic

The factor $\sqrt{2/\pi}$ was derived for three equal oscillator lengths. Keep the lateral length $l$ fixed and reduce the vertical one to $\eta l$, with $\eta<1$. The separation now has variances $1,1,\eta^2$. With $c$ the cosine of the polar angle, the exponent is $-gs^2/2$, where $g=1-c^2+c^2/\eta^2$. The radial integral gives $1/g$, so

$$
\left\langle\frac1s\right\rangle=\frac1{\sqrt{2\pi}}\int_{-1}^{1}\frac{\eta\,dc}{\eta^2+(1-\eta^2)c^2}
=\sqrt{\frac2\pi}\,\frac{\arccos\eta}{\sqrt{1-\eta^2}} .
$$

The last step uses $\arctan(\sqrt{1-\eta^2}/\eta)=\arccos\eta$. As $\eta\to1$ the isotropic result returns. As $\eta\to0$ the prefactor tends to $\sqrt{\pi/2}=1.253$, the value for a planar dot. At $\eta=1/2$ the shift rises by 21%, to 21.4 meV.

## A self-energy that should be kept

An electron does polarize its surroundings, and that polarization acts back on it. This effect is real. For polar optical phonons of frequency $\omega_{LO}$, take the standard coupling with squared strength

$$
|M_q|^2=\frac{e^2\hbar\omega_{LO}}{2\epsilon_0\Omega q^2}\,\Delta,\qquad
\Delta=\frac1{\epsilon_\infty}-\frac1{\epsilon_s},
$$

where $\Omega$ is the crystal volume and $\epsilon_\infty,\epsilon_s$ are the fast and static relative permittivities. Emitting a phonon gives the oscillator a momentum kick. The probability $P_N$ of exciting $N$ quanta is Poissonian with mean $q^2l^2/2$. Second-order perturbation theory at zero temperature gives

$$
\delta E=-\sum_{\mathbf q}|M_q|^2\sum_N\frac{P_N}{N\hbar\omega+\hbar\omega_{LO}} .
$$

Let $r=\omega_{LO}/\omega$ and write $1/(N+r)=\int_0^\infty e^{-(N+r)\tau}d\tau$. The Poisson sum becomes $e^{-q^2l^2(1-e^{-\tau})/2}$. The integral over $\mathbf q$ then gives a factor $(1-e^{-\tau})^{-1/2}$, and the substitution $y=e^{-\tau}$ turns the remaining integral into the beta function $B(r,\frac12)$. Collecting factors,

$$
\delta E=-\frac{e^2}{4\pi\epsilon_0l}\,\Delta\,\frac{r\,B(r,\frac12)}{\sqrt{2\pi}} .
$$

For $\epsilon_\infty=11$ and $\hbar\omega_{LO}=36$ meV this is $-3.0$ meV, measured from the band edge of the undistorted lattice. If the band edge already includes the bulk phonon shift, adding all of $\delta E$ counts that bulk shift, here $-2.6$ meV, twice. The sign is the instructive point: this polarization lowers the level, whereas the solver's self-repulsion raises it.

## Beside a real dot

The parameters are rough values for a small dot in a direct-gap III-V semiconductor. A real dot need not be isotropic; for a vertical oscillator length half the lateral one, the 21% increase above shows the size of that effect at fixed lateral length. Using the fast permittivity instead of the static one would raise $J$ to 20.9 meV. A boundary between dielectrics also matters. For a charge at the centre of a sphere of radius $R$, the change in field energy outside is $(e^2/8\pi\epsilon_0R)(1/\epsilon_{out}-1/\epsilon_s)$. With $R=10$ nm this is 0.5 meV for an outside permittivity of 12, but 12.5 meV for 4. In the second case a genuine self-energy rivals the spurious one, and the two must be kept apart. These values are only estimates for the dot: its orbital extends towards the boundary, where the self-energy grows on the inner side and is negative on the outer side, and 4.6% of the density of $\psi_0$ would lie beyond 10 nm.

Other omissions can be estimated in the same way. In a two-band model the parabolic kinetic energy $T$ is replaced by $T'$, where $T'(1+T'/E_g)=T$ and $E_g$ is the gap. For $T\ll E_g$ this gives $T'\approx T-T^2/E_g$, which shifts the level by about $-\langle T^2\rangle/E_g$. Here $T\psi_0=(\frac32-\frac12r^2)\psi_0$, $\langle r^2\rangle=\frac32$ and $\langle r^4\rangle=\frac{15}4$, so $\langle T^2\rangle=\frac{15}{16}(\hbar\omega)^2$. For a gap of 1.4 eV this estimate is $-1.3$ meV; keeping the full $T'$ gives $-1.2$ meV. Cutting the parabola off at a 300 meV barrier changes the energy by about $10^{-4}$ meV. Thermal excitation is negligible at 4 K, but at 300 K a single electron held in this dot would spend 46% of its time above the ground level with the parabolic band, and about 49% with the two-band dispersion.

For a solver applied to such a dot, the useful diagnostic is to hold the confining potential fixed and switch off only the electron's own contribution to Poisson's equation. With one electron in a uniform medium, any movement of its level is self-repulsion. Near dielectric boundaries or gates, the movement also contains the response of the surroundings to the electron; that part is related to a genuine self-energy but is not equal to it. For a spherical density lying inside the dielectric sphere above, it is twice the self-energy of a charge at the centre, because the solver omits the factor $\frac12$ that belongs to an induced potential. The genuine self-energy must therefore be calculated separately. For the dielectric sphere, the values given above are only the estimate for a charge at the centre. The average over the orbital needs more care: at a sharp boundary the self-energy diverges as the inverse distance, with unequal strength on the two sides, so its average over an orbital that does not vanish there diverges logarithmically unless the permittivity is graded across the interface.

## Computed results

```
J coefficient: formula 0.797885, integral 0.797885
eigenvalue slope in lam, numerical: 0.79793
total-energy slope in lam, numerical: 0.39895
two-electron addition slope, numerical: 0.79789
S: closed form 0.014094, series 0.014094
eigenvalue lam^2 coefficient: formula -0.04228, numerical -0.04229
energy lam^2 coefficient: formula -0.01409, numerical -0.01410
input mass: 0.07 electron masses
input static and fast permittivity: 13.0, 11.0
input oscillator length: 5.0 nm
e^2/(4 pi epsilon0): 1439.96 meV nm
hbar omega: 43.543 meV
effective Bohr radius: 9.828 nm; lam: 0.5088
exact one-electron energy: 65.314 meV
first-order spurious shift J: 17.676 meV = 0.01768 eV
J / hbar omega: 0.4059
first-order total-energy error J/2: 8.838 meV
self-consistent eigenvalue: 82.534 meV
self-consistent eigenvalue error: 17.220 meV
second-order eigenvalue error: 17.199 meV
self-consistent total energy: 73.998 meV
self-consistent energy error: 8.684 meV
second-order energy error: 8.679 meV
half-occupation eigenvalue: 74.035 meV
mesh-halving eigenvalue shift: 7.3e-05 meV
Gaussian-basis Hartree eigenvalue: 82.534 meV
eigenvalue with exact exchange: 65.314 meV
true second-electron addition energy: 82.173 meV
J with fast permittivity: 20.890 meV
flattened dot l_z/l = 0.5: J = 21.374 meV, ratio 1.2092
planar-limit J coefficient: 1.25331
input phonon energy: 36.0 meV; ratio r: 0.8268
phonon polarization shift: -2.992 meV
input mismatch radius: 10.0 nm
mismatch, outside permittivity 12.0: 0.462 meV
mismatch, outside permittivity 4.0: 12.461 meV
input gap: 1400.0 meV; nonparabolic shift: -1.270 meV
input barrier: 300.0 meV, reached at 18.56 nm
barrier cutoff shift: -1.0e-04 meV
excited share at 4.0 K: 4.1e-55
excited share at 300 K: 0.4598
```
